# Why Vertical Ionization of CF4 Leads to CF3+ and F

**Q:** My mass spectrometer on a CF4 plasma shows CF3+, but no peak that I can assign to CF4+. Which two energies should I compare to understand this?

**A:** Compare the energy given to the molecule when an electron is suddenly removed with the energy needed to make the separated fragments. Measure both from neutral CF4 at its equilibrium geometry, with the nuclei at rest:

$$I_v=E[\mathrm{CF_4^+}\ \text{at the CF}_4\ \text{geometry}]-E[\mathrm{CF_4}],$$

$$L=E[\mathrm{CF_3^+}]+E[\mathrm F]-E[\mathrm{CF_4}].$$

Each fragment has its own relaxed geometry. Subtracting removes the common reference:

$$M=I_v-L=E[\mathrm{CF_4^+}\ \text{vertical}]-E[\mathrm{CF_3^+}]-E[\mathrm F].$$

If $M>0$, the new ion has enough energy to lose F. If $M<0$, it cannot do so without further energy. I assume an isolated molecule, the ground electronic state of the ion, and nuclei moving on Born-Oppenheimer surfaces.

**Q:** Why may I keep the neutral geometry? The ion surely wants another shape.

**A:** It does, but the nuclei need time to respond. Take a C–F length $r=1.32$ Å and an electron of kinetic energy $E_e=30$ eV. It crosses the molecule in

$$t_e=\frac{2r}{v_e},\qquad v_e=\sqrt{2E_e/m},$$

which gives 0.081 fs. The symmetric breathing vibration takes 35.8 fs. An electron with one hundredth of that energy would be ten times slower, still well below the vibrational period. The nuclei therefore hardly move during ionization.

**Q:** What determines the fragmentation limit, and why does the charge stay on CF3 and not on F?

**A:** Add and subtract the energy of neutral CF3:

$$L=\underbrace{E[\mathrm{CF_3}]+E[\mathrm F]-E[\mathrm{CF_4}]}_{D}
+\underbrace{E[\mathrm{CF_3^+}]-E[\mathrm{CF_3}]}_{I(\mathrm{CF_3})}.$$

First break the bond, then ionize CF3. Ionizing F instead gives $L'=D+I(\mathrm F)$, so the bond energy cancels in the difference:

$$L'-L=I(\mathrm F)-I(\mathrm{CF_3}).$$

Second-order perturbation theory (MP2) in the def2-SVP basis gives $D=5.90$ eV, $I(\mathrm{CF_3})=8.55$ eV and $I(\mathrm F)=16.96$ eV. Neutral CF3 was kept in the shape it has inside CF4, so the split between $D$ and $I(\mathrm{CF_3})$ is approximate, and so is $L'$ below. In the larger def2-TZVP basis the three values rise by about 0.06, 0.19 and 0.24 eV, which does not change the order of the two limits. With the def2-SVP values,

$$L=5.90+8.55=14.45\ \text{eV},\qquad L'=5.90+16.96=22.86\ \text{eV}.$$

The cycle also shows what $M>0$ requires: $I_v-I(\mathrm{CF_3})>D$. Ionizing CF4 must cost more than ionizing CF3 by at least the energy of the bond that breaks.

**Q:** How do you calculate $I_v$? Can I use the highest occupied orbital energy?

**A:** That is the first approximation. In Hartree-Fock theory with fixed orbitals, removing an electron from spin orbital $p$ deletes its one-electron energy and its interactions with all other electrons. Their sum is $\varepsilon_p$, so the ionization energy is $-\varepsilon_p$. In def2-TZVP this is 18.63 eV. It omits the relaxation of the remaining electrons and the change in correlation.

To include both at second order, let $i,j$ be occupied and $a,b$ empty spin orbitals, and let $\langle ij||ab\rangle$ be the antisymmetrized Coulomb integral. The neutral correlation energy is

$$E_2=\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Orbital $p$ can take either occupied place, which turns $1/4$ into $1/2$. The terms lost on ionization are

$$A=\frac12\sum_{jab}\frac{|\langle pj||ab\rangle|^2}{\varepsilon_p+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

In the ion, $p$ is empty and can receive an electron. With $i,j\ne p$, this adds

$$B=\frac12\sum_{ijb}\frac{|\langle ij||pb\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_p-\varepsilon_b}.$$

The neutral orbitals are also not optimal for the ion. The missing electron couples orbital $j$ to $b$ with strength $-\langle pj||pb\rangle$, and the resulting single excitations add

$$C=\sum_{jb}\frac{|\langle pj||pb\rangle|^2}{\varepsilon_j-\varepsilon_b}.$$

Terms without $p$ cancel between ion and neutral. Hence

$$I_2=-\varepsilon_p+(B+C)-A=-\varepsilon_p-\Sigma_{pp},\qquad \Sigma_{pp}=A-B-C.$$

When $p$ is the highest occupied orbital, as here, all denominators in $A$, $B$ and $C$ are negative. Losing $A$ raises the ionization energy, while $B$ and $C$ lower it.

**Q:** Is there a way to check those signs?

**A:** Give $p$ a fractional occupation $n$, keeping orbitals and levels fixed. Filled places carry $n$ and empty places carry $1-n$, so

$$E_2(n)=K+nA+(1-n)B+n(1-n)C,$$

where $K$ contains no $p$. Differentiation gives $A-B+(1-2n)C$, which at $n=1$ is $A-B-C=\Sigma_{pp}$. For the free ion F−, the formula gives 2.506 eV and the numerical derivative 2.507 eV.

For CF4, however, second order is not sufficient: it gives $I_2=14.64$ eV and $L=14.70$ eV in def2-TZVP. That would make $M$ slightly negative, so a better treatment of correlation decides the sign.

**Q:** Then what decides it?

**A:** Coupled cluster with single and double excitations (CCSD). For the ion I use its ionization form, IP-EOM-CCSD, which starts from the correlated neutral molecule and mixes states with one hole with states having two holes and one excited electron. The lowest three ionization energies agree to the printed precision, as expected for a hole in a threefold degenerate level. The hole is not artificially fixed on one fluorine.

In the small 6-31G basis, CCSD gives $I_v=16.17$ eV and $L=14.41$ eV, so $M$ is clearly positive. I combine this with the larger-basis second-order result:

$$X=X_2^{\text{def2-TZVP}}+\left(X_{\rm CC}-X_2\right)^{\text{6-31G}}.$$

This assumes that the correction in parentheses changes little with basis. That holds well for $I_v$, where def2-SVP gives +1.36 eV against +1.35 eV in 6-31G. It holds less well for $L$, where def2-SVP gives −0.18 eV against −0.02 eV; using def2-SVP for both corrections would lower the $L$ below to about 14.5 eV and raise $M$ to about 1.5 eV. The arithmetic is

$$I_v=14.64+(16.17-14.82)=15.99\ \text{eV},$$

$$L=14.70+(14.41-14.43)\approx14.67\ \text{eV},$$

where the last digit reflects rounding of the inputs. Thus

$$M=15.99-14.67=1.32\ \text{eV},$$

or 127 kJ/mol. Going from def2-SVP to def2-TZVP changes the second-order difference $I_2-L$ by −0.33 eV. The basis is therefore not fully converged, but this last change is about a quarter of the margin. I would read the result as "between about 1 and 1.5 eV", not as a value good to hundredths.

**Q:** If the ion is 1.3 eV above the fragments, is the case closed?

**A:** Not yet. A barrier could hold an ion even above its dissociation limit. We need a way out. The highest point on any continuous path is an upper bound on the lowest barrier, so the path need not be the optimal one.

I stretched one C–F distance $R$. As $R$ grew by 0.6 Å, the other three bonds shortened linearly from 1.32 to 1.23 Å and CF3 went from pyramidal to planar. Near the start, the ion energy is the neutral CCSD energy plus the lowest ionization energy:

| $R$ (Å) | ion energy relative to start (eV) |
|---|---|
| 1.32 | 0.00 |
| 1.45 | −0.58 |
| 1.65 | −1.17 |

In this basis the start lies $16.17-14.41=1.76$ eV above the limit, so the point at 1.65 Å lies $1.76-1.17=0.59$ eV above it. Farther out I used MP2/def2-SVP, relative to its own limit:

| $R$ (Å) | energy above limit (eV) | charge on F | spin on F |
|---|---|---|---|
| 1.90 | +0.38 | +0.07 | 1.01 |
| 2.40 | −0.20 | +0.04 | 1.01 |
| 3.50 | −0.09 | +0.01 | 1.00 |

Here spin means the number of unpaired electrons. No sampled point lies above the vertical start. The populations show a nearly neutral fluorine with one unpaired electron leaving CF3+. The two methods do not join smoothly, however. Carried on to 1.90 Å, the coupled-cluster calculation puts the lowest ion state about 0.6 eV above its limit, against 0.38 eV from MP2. That is nearly level with the value at 1.65 Å and more than 1 eV below the start. Beyond 1.90 Å the path rests on MP2 alone. The evidence is therefore for a route with no barrier above the vertical start at the sampled points, not for an energy that falls all the way. A narrow feature between points is not excluded.

**Q:** The energy at 2.40 Å is below the limit. Isn't that a stable CF4+ after all?

**A:** It suggests a shallow CF3+···F complex, about 0.2 eV deep at this sampled point. I have not optimized its geometry or corrected for the fragments borrowing each other's basis functions, which makes the well look deeper than it is. A cold complex might exist, but vertical ionization does not make it cold. The new ion starts more than 1 eV above the limit and must lose that excess before the complex can hold it.

A rough estimate suggests that zero-point motion increases the excess. Write the ion's nuclear Hamiltonian as the neutral one plus the vertical gap. If the average gap is close to $I_v$, the mean ion energy is $E[\mathrm{CF_4}]+Z(\mathrm{CF_4})+I_v$, where $Z$ is zero-point energy. The lowest fragment energy is $E[\mathrm{CF_4}]+L+Z(\mathrm{CF_3^+})$. Therefore

$$M_0=M+Z(\mathrm{CF_4})-Z(\mathrm{CF_3^+}).$$

CF4 has nine vibrations and CF3+ has six. For breathing, carbon stays still and four fluorines move by the same distance $\rho$. The kinetic energy is $\frac12(4m_F)\dot\rho^2$ and the potential is $\frac12k\rho^2$, so $\omega^2=k/(4m_F)$. This gives $\hbar\omega=0.116$ eV. Using that quantum for the three lost modes, and ignoring changes in the other six, gives

$$M_0\approx1.32+\frac32(0.116)\approx1.49\ \text{eV}.$$

The bonds left in CF3+ are shorter and stiffer than those in CF4, so the true gain is smaller, probably about half of this 0.17 eV, and 1.49 eV errs on the high side of that correction.

**Q:** Molecules vibrate even when cold. Could some be ionized at geometries where the gap falls below the limit?

**A:** We can estimate the spread. Let $\mu$ be the reduced mass of F and CF3. In an oscillator's ground state the mean potential energy is half the total:

$$\frac12\mu\omega^2\langle(\Delta R)^2\rangle=\frac14\hbar\omega
\quad\Rightarrow\quad
\Delta R_{\rm rms}=\sqrt{\frac{\hbar}{2\mu\omega}}.$$

With the breathing frequency as a rough substitute, this is 0.035 Å. Along the first path step the gap changes by

$$\frac{15.39-16.17}{1.45-1.32}\approx-6.0\ \text{eV/Å},$$

so the spread is $6.0\times0.035\approx0.21$ eV. This is a generous figure for this coordinate: the path step is longer than the vibration, and over the first 0.035 Å the slope is only about −3.4 eV/Å. Even so, the margin is about six times larger. Other distortions and thermal vibration can broaden the distribution, so this is a size estimate, not a full band shape.

**Q:** Could a gas collision cool the ion before F escapes?

**A:** At 20 mTorr and 300 K, the density is $n=p/(k_BT)=6.44\times10^{14}$ cm⁻³. With a round rate coefficient $k_c=10^{-9}$ cm³/s, the mean collision time is $1/(nk_c)=1.55$ µs.

For separation, put all of $M_0$ into relative motion: $\frac12\mu v^2=M_0$, giving $v=4.39$ km/s. Under a uniform force starting from rest, the mean speed is $v/2$. Moving from 1.32 to 3.50 Å takes

$$t=\frac{2\Delta R}{v}=\frac{2(2.18\times10^{-10}\ \text{m})}{4.39\times10^3\ \text{m/s}}\approx99\ \text{fs}.$$

If only 1% of the energy entered this motion, the time would be ten times longer, about 1 ps. Collisions would still be far too late. Energy temporarily stored in CF3 vibrations could delay escape, which this estimate does not follow.

**Q:** Does the same comparison ever predict a surviving parent?

**A:** For CF2 it gives the opposite sign. With round bond lengths and a 105° angle, CCSD/def2-SVP gives $I_v=11.94$ eV and 13.88 eV for CF+ + F. The margin is −1.93 eV after rounding. MP2, with $I_v$ taken as the energy difference between ion and neutral, gives about −2.6 eV in both def2-SVP and def2-TZVP, so the sign is more certain than the size. Ground-state CF2+ formed vertically therefore cannot lose F without additional energy. Containing fluorine does not by itself make a parent ion unstable.

**Q:** How closely does this describe my reactor?

**A:** The pressure is roughly that of low-pressure etching, though the gas may be hotter than 300 K. An electron of 30 eV belongs to the fast tail of the energy distribution there; the mean electron energy is only a few eV. The calculated energies agree with the rough measured sizes, about 16 eV for vertical ionization and a little under 15 eV for the thermochemical limit CF3+ + F. The observed onset of CF3+ from CF4 lies higher, above 15 eV, because ionization is nearly vertical and does not reach the limit directly. In CCSD/6-31G the first excited state of the ion lies only about 0.9 eV above its ground state at the CF4 geometry. A fast electron can therefore easily leave the ion in an excited state, which breaks the assumption that it starts in its ground state. Removing a deeper electron adds energy and can open routes to smaller ions; I have not calculated their yields. Triple excitations, spin-orbit coupling and still larger bases are also left out. The numerical output below gives most of the values behind these estimates.

## Calculated quantities

```
self-energy of F-, formula and derivative: 2.506, 2.507 eV
C-F bond used for CF4, CF3+: 1.32, 1.23 angstrom
computed minima (MP2/def2-SVP): 1.321, 1.233 angstrom
second order, def2-svp: I_2 14.71, limit 14.45 eV
second order, def2-tzvp: I_2 14.64, limit 14.70 eV
minus highest occupied HF level, def2-tzvp: 18.63 eV
basis shift of I_2, limit, difference: -0.08, +0.25, -0.33 eV
three lowest IP-EOM-CCSD roots differ by: 0.0000 eV
second order, 6-31G: I_2 14.82, limit 14.43 eV
CCSD/6-31G: I_v 16.17, limit 14.41 eV
combined I_v of CF4: 15.99 eV
combined limit CF3+ + F: 14.67 eV
combined margin: 1.32 eV = 127 kJ/mol
cycle, MP2/def2-SVP: D(CF3-F) 5.90, I(CF3) 8.55, I(F) 16.96 eV
limit CF3 + F+, MP2/def2-SVP: 22.86 eV
near path, IP-EOM-CCSD/6-31G: R (angstrom), E - E(start), gap (eV)
  1.32  +0.00  16.17
  1.45  -0.58  15.39
  1.65  -1.17  13.40
far path, MP2/def2-SVP: R (angstrom), E - limit (eV), charge, spin of F
  1.90  +0.38  +0.07  1.01
  2.40  -0.20  +0.04  1.01
  3.50  -0.09  +0.01  1.00
breathing quantum of CF4: 0.116 eV
zero-point energy of three lost modes, rough: 0.17 eV
margin with zero-point energy: 1.49 eV
slope of the gap along the path: -6.0 eV/angstrom
zero-point width of R: 0.035 angstrom
spread of I_v, rough: 0.21 eV
passage of a 30 eV electron: 0.081 fs
breathing period of CF4: 35.8 fs
recoil speed if all excess is translation: 4.39 km/s
separation time to 3.5 angstrom: 99 fs
gas density at 20 mTorr, 300 K: 6.44e+14 cm^-3
collision time for rate 1e-09 cm3/s: 1.55 us
control bonds CF2 (105 deg), CF+: 1.30, 1.17 angstrom
control CF2, CCSD/def2-SVP: I_v 11.94, limit CF+ + F 13.88, margin -1.93 eV
```
